How Surface Strain Changes an Adatom Diffusion Barrier

An adatom sits on one face of a crystalline slab that is periodic in the x and y directions. Both faces are free. The slab is strained homogeneously in its plane by a small symmetric tensor ε, with components ε_xx, ε_yy and ε_xy, measured from a reference cell; tension is positive. The adatom diffuses by thermally activated jumps from a minimum m of the potential energy over a saddle s. The problem is to find how the barrier E_b = E_s − E_m responds to ε, and what must be known about m and s to predict it.

The algebra uses atomic units. Numbers are in eV and Å. The cell, the strain and the number of atoms are the same for m and s throughout.

**(a) A stationary point moves when the cell is strained. How does its energy change to first order?**

*Solution.* Separate the motion that follows the cell from the rest. Write each atomic position as

r_i = (1 + ε) u_i,

so that the energy becomes a function E(u, ε) of the internal coordinates u and the strain. Since 1 + ε is invertible, zero force on every atom is equivalent to

∂E/∂u = 0.

Let u_c(ε) be the solution that starts from configuration c. Differentiating the condition along this branch with respect to one strain component gives

H u_c′ + ∂²E/∂u∂ε = 0, with H = ∂²E/∂u²,

and therefore

u_c′ = −H⁻¹ ∂²E/∂u∂ε.

Rigid translations cost no energy and are removed by fixing the centre of mass. If H has no other zero eigenvalue, and E is twice continuously differentiable near c, the implicit function theorem guarantees that the branch exists and is continuously differentiable for small ε.

The energy on the branch is E_c(ε) = E(u_c(ε), ε). By the chain rule,

dE_c/dε = ∂E/∂ε + (∂E/∂u)·u_c′ = ∂E/∂ε.

The second term vanishes because the force is zero, not because u_c′ is zero. The atoms do shift relative to the cell, but the shift costs nothing to first order. The sign of the curvature was not used, so the result holds at a saddle as well as at a minimum.

**(b) Define the elastic dipole of a configuration and obtain the barrier to first order. What does its sign mean?**

*Solution.* Define the elastic dipole as minus the strain derivative at ε = 0, with the contribution of the clean slab in the same cell removed:

P^c_ab = −(dE_c/dε_ab − dE_clean/dε_ab).

The two configurations then have the expansions

E_s(ε) = E_s(0) + Σ_ab (dE_clean/dε_ab) ε_ab − Σ_ab P^s_ab ε_ab + O(ε²),

E_m(ε) = E_m(0) + Σ_ab (dE_clean/dε_ab) ε_ab − Σ_ab P^m_ab ε_ab + O(ε²).

On subtraction the clean-slab terms cancel:

E_b(ε) = E_b(0) − Σ_ab ΔP_ab ε_ab + O(ε²), with ΔP = P^s − P^m.

Written out,

Σ_ab ΔP_ab ε_ab = ΔP_xx ε_xx + ΔP_yy ε_yy + 2 ΔP_xy ε_xy.

The factor 2 arises because xy and yx both occur in the sum. A positive ΔP_xx means that tension along x lowers the barrier; a negative one means that tension raises it.

The law belongs to one path. If several paths compete, each has its own ΔP, and the lowest barrier can have a kink as a function of strain where two paths cross.

**(c) The slab also becomes thinner or thicker when it is stretched in its plane. Must a term in ε_zz be added?**

*Solution.* No. The slab is not periodic along z, so a uniform stretch u_iz → (1 + ζ) u_iz is an ordinary internal displacement. Its energy derivative at a stationary point is

dE/dζ = Σ_i (∂E/∂u_iz) u_iz = 0.

The total zz derivative thus vanishes for the slab with the adatom and for the clean slab alike, so P_zz = 0 for every stationary configuration. The change of thickness is already contained in u_c′, which does not enter at first order. This relies on free faces; a normal load would add its own work term.

**(d) Find the dipole explicitly for an energy made of pair terms and an embedding term.**

*Solution.* Take

E = Σ_(i<j) V(r_ij) + Σ_i F(ρ_i), with ρ_i = Σ_(j≠i) φ(r_ij).

A change of one distance r_ij alters V(r_ij), ρ_i and ρ_j. Hence

dE = Σ_(i<j) g_ij dr_ij, with g_ij = V′(r_ij) + [F′(ρ_i) + F′(ρ_j)] φ′(r_ij).

Let d be the vector joining the pair. Under a strain at fixed u, starting from ε = 0, it changes by dε d. From r² = d·d,

r dr = d·(dε d), so dr = Σ_ab d_a d_b dε_ab / r.

The strain derivative is therefore

W_ab = ∂E/∂ε_ab = Σ_(i<j) g_ij d_a d_b / r_ij,

and the dipole difference is

ΔP_ab = W^m_ab − W^s_ab.

Two unstrained relaxed structures suffice; no strained calculation is needed. A pair that attracts (g > 0) contributes negatively to P along its own direction, and a pair that repels contributes positively.

**(e) How large is the next term, and when does the linear law lose its use?**

*Solution.* Let ε = ηe with a fixed tensor e. From (a), dE_c/dη = E_η(u_c(η), η), where subscripts denote partial derivatives. Differentiating once more,

d²E_c/dη² = E_ηη + E_ηu·u_c′ = E_ηη − E_ηu H⁻¹ E_uη.

Relaxation enters here for the first time. With K the value at the saddle minus the value at the minimum, and for an energy with three continuous derivatives,

E_b(η) = E_b(0) − η Σ_ab ΔP_ab e_ab + ½Kη² + O(η³).

The inverse of H shows where the expansion fails: K can grow without limit as an eigenvalue of H approaches zero. The simplest case is a single coordinate x with

E = x³/3 − ηx.

For η > 0 the condition x² = η gives a minimum at x = √η and a maximum, which plays the part of the saddle, at x = −√η. Their energies are −(2/3)η^(3/2) and +(2/3)η^(3/2), so

E_b = (4/3) η^(3/2), dE_b/dη = 2√η.

The dipole is −∂E/∂η = x, so ΔP = −2√η, and −ΔP reproduces the slope. The first-order law thus holds at every η > 0. The second derivative, 1/√η, diverges as η → 0, however, and the strain range over which the linear law is useful shrinks to nothing. At η = 0 the two points merge, and for η < 0 neither exists.

**(f) Apply the law to a hop on an fcc(001) surface at 400 K under a biaxial strain of one percent.**

*Solution.* The model is a second-moment tight-binding potential with

F(ρ) = −√ρ,

V = 2A exp[−p(r/r₀ − 1)] f(r),

φ = ξ² exp[−2q(r/r₀ − 1)] f(r).

The round parameters are A = 0.09 eV, ξ = 1.25 eV, p = 11, q = 2.3 and r₀ = 2.55 Å. The cutoff is f = y/(1 + y) with y = [(r − 5.2 Å)/0.5 Å]⁴ for r < 5.2 Å, and f = 0 beyond. The atomic mass is 60 u. The cell has 5 × 5 surface atoms and 5 layers. The axes x and y follow the close-packed rows, and the adatom hops along x from one fourfold hollow to the next across a bridge.

Symmetry cancels the force along the hop at the bridge, and relaxation removes the remaining forces, but this does not make it a saddle. The Hessian does: it has no negative eigenvalue at the hollow and one at the bridge. Displacing the bridge configuration along its unstable mode and relaxing it leads to the hollow. The barrier is 0.4708 eV.

The pair sum of part (d) gives, in eV,

P^m_xx = 0.6061, P^m_yy = 0.6061,

P^s_xx = −0.8346, P^s_yy = 0.4732,

so that

ΔP_xx = −0.8346 − 0.6061 = −1.4407 eV (−0.05295 hartree),

ΔP_yy = 0.4732 − 0.6061 = −0.1329 eV (−0.1330 eV, or −0.0049 hartree, before rounding of the inputs).

Relaxing both structures again in slightly strained cells gives barrier slopes of +1.4407 eV for xx and +0.1330 eV for yy. These are −ΔP_xx and −ΔP_yy, obtained without the pair sum. In this model tension raises the hop barrier, and strain along the hop matters about eleven times as much as strain across it.

The dipoles must be taken at relaxed positions. The same pair sum for a bulk-cut slab, with the adatom placed at estimated heights, gives −0.69 eV instead of −1.44 eV for the xx difference. That relaxation drops out of the derivative does not permit the use of unrelaxed structures.

For biaxial strain η the two components add to −1.5737 eV. At η = +0.01,

E_b = 0.4708 + 1.5737 × 0.01 = 0.4865 eV,

which agrees with the fully relaxed barrier, 0.4865 eV. With kT = 0.03447 eV the Boltzmann factor changes by

exp(−0.015737/0.03447) = 0.633.

One percent of compression multiplies it by 1.58 instead.

**(g) How good is the linear hop model for these numbers?**

*Solution.* The biaxial curvature is K = −0.620 eV, both from the formula in (e) and from second differences of relaxed barriers. At two percent strain it contributes

½ × (−0.620) × (0.02)² = −0.0001 eV.

The relaxed barriers differ from the linear law by +0.0004 eV at +2% and by −0.0006 eV at −2%. The part even in strain is (0.0004 − 0.0006)/2 = −0.0001 eV, which matches the K term to this one digit (higher even orders already cancel about a third of it). The odd part is (0.0004 + 0.0006)/2 = 0.0005 eV and is larger, so at this strain the main correction is of odd order, not quadratic. If the atoms merely followed the cell, K would be −29.8 eV; relaxation removes nearly all of it.

The attempt frequency also depends on strain. In the harmonic approximation, with equal masses M and rigid translations left out, it is

ν = (1/2π) [κ det H_m / (M |det H_s|)]^(1/2),

where κ is the magnitude of the negative curvature at the saddle. The factor κ removes the unstable mode from the saddle determinant. The prefactor in the output leaves this factor out, which amounts to setting κ = 1 eV/Å². With κ = 1.0097 eV/Å² the frequency at zero strain is 7.562 × √1.0097 = 7.60 THz. The prefactor ratios in the output likewise omit the change of κ with strain, so they are not the full change of the attempt frequency, which is not evaluated here. The factor 0.633 is the change of the Boltzmann factor alone, not of the whole hop rate.

At zero strain the rate of hops in one direction is

Γ = 7.60 × 10¹² s⁻¹ × exp(−0.4708/0.03447) ≈ 8.9 × 10⁶ s⁻¹.

With four equivalent directions and hop length b = 2.557 Å, uncorrelated hops give a mean square displacement 4Γb²t. Equating this to 4Dt gives

D = Γb² ≈ 6 × 10⁻⁹ cm²/s.

Tunnelling can be judged from the crossover temperature ħω_b/(2πk), where ω_b² is the magnitude of the negative curvature at the saddle divided by the mass. It is 15.5 K, far below 400 K. A wider cell (6 × 6) changes ΔP_xx to −1.447 eV, by 0.4%; seven layers instead of five change it by about 0.01%. The drift with cell width continues slowly (−1.452 eV for 8 × 8). These checks concern the hop only.

**(h) What does strain do to the direction and the mechanism of diffusion?**

*Solution.* Stretch the surface by 1% along x alone. A hop along x gains 0.0144 eV of barrier. For a hop along y the dipole tensor is rotated by 90°, so the relevant component is −0.1330 eV and the barrier gains 0.0013 eV. The ratio of the two Boltzmann factors, x hop to y hop, is

exp[−(1.4407 − 0.1330) × 0.01/0.03447] = 0.684,

against 0.683 from relaxed barriers. Strain along one close-packed row thus makes diffusion on this square surface anisotropic: under tension along x, hops along y are the faster ones. The harmonic attempt frequencies of the two hops differ by only about 3% at this strain, so the ratio of rates is about 0.70.

A second mechanism is exchange, in which the adatom replaces a surface atom that becomes the new adatom. In the 5 × 5 cell a symmetric configuration of this kind lies 0.988 eV above the hollow and has one negative eigenvalue. Its descent to end points was not followed, so its role as the exchange saddle is a conjecture. Its dipole differences from the hollow are +5.36 eV for xx and yy and −1.3739 eV for xy. The xy component displays the factor 2 of part (b): the measured slope with ε_xy is 2.7477 eV, which is −2ΔP_xy to within rounding.

Here tension lowers the energy. At +1% biaxial strain the linear estimate is

0.988 − 2 × 5.36 × 0.01 = 0.881 eV,

still well above the hop barrier of 0.4865 eV. Setting the two linear laws equal gives

η = (0.988 − 0.471)/(10.72 + 1.57) ≈ 0.042.

This extrapolates beyond the strains examined here and is a rough indication of where the lowest barrier might have its kink. Unlike the hop, the exchange is also far from converged in cell width: in an 8 × 8 cell its energy falls to 0.92 eV, the xx and yy dipole differences rise to 5.9 eV, the xy one shrinks to −1.1 eV, and the same estimate gives η ≈ 0.034.

**(i) What carries over to a real epitaxial film?**

*Solution.* The parameters lie in the rough range of late transition metals, which serve as thin contacts on semiconductors; the strain of one percent and the temperature of 400 K are illustrative choices, since both vary widely between systems. The bulk energy of −3.52 eV per atom and the neighbour distance of 2.56 Å are ordinary for such metals. Both are close to the values for copper, but the rounded parameters are not a calibrated model of that metal. The potential contains neither explicit electrons nor magnetism, so the barrier and dipoles illustrate the law and do not predict a measured rate. Real films often break the assumption that the full misfit strain remains at the surface. If dislocations relieve half of a 1% tensile misfit and the remaining strain is uniform around the adatom, the barrier shift falls from 16 to 8 meV and the Boltzmann factor changes from 0.63 to √0.633 ≈ 0.80, with temperature and path held fixed. On a reconstructed semiconductor surface the law applies to each path under the conditions of part (a), but the dipoles have to be computed for that surface.

The numerical output below lists the values used here, together with the barriers at the other strains.

Computed results

```
Model: A 0.09 eV, xi 1.25 eV, p 11.0, q 2.3, r0 2.55 angstrom
Cutoff 5.2 angstrom, taper width 0.5 angstrom, atomic mass 60 u
Nearest-neighbour distance: 2.5566 angstrom
Bulk energy per atom: -3.5217 eV
Main cell: 5 x 5, 5 layers, 126 atoms
Hop barrier at zero strain: 0.4708 eV
Negative modes, hollow and bridge: 0, 1
Lowest curvature at bridge: -1.0097 eV/angstrom^2
Lateral travel, bridge to hollow: 1.268 angstrom
Largest total zz virial: 1.4e-11 eV
Hollow dipole xx, yy: 0.6061, 0.6061 eV
Bridge dipole xx, yy: -0.8346, 0.4732 eV
Dipole difference xx, yy: -1.4407, -0.1330 eV
Dipole difference xx, yy: -0.05295, -0.00489 hartree
Barrier slopes xx, yy: 1.4407, 0.1330 eV
Unrelaxed-position difference xx, yy: -0.6908, -0.1511 eV
Biaxial dipole difference (trace): -1.5737 eV
Biaxial barrier curvature, affine atoms: -29.814 eV
Biaxial barrier curvature, relaxed formula: -0.620 eV
Biaxial barrier curvature, direct: -0.620 eV
Temperature: 400 K; kT: 0.03447 eV
Biaxial -2%: barrier full 0.4387, linear 0.4393 eV
  Boltzmann factor ratio full 2.533, linear 2.492; prefactor ratio 1.151
Biaxial -1%: barrier full 0.4549, linear 0.4550 eV
  Boltzmann factor ratio full 1.583, linear 1.579; prefactor ratio 1.062
Biaxial +1%: barrier full 0.4865, linear 0.4865 eV
  Boltzmann factor ratio full 0.633, linear 0.633; prefactor ratio 0.961
Biaxial +2%: barrier full 0.5026, linear 0.5022 eV
  Boltzmann factor ratio full 0.397, linear 0.401; prefactor ratio 0.939
Uniaxial +1% along x: Boltzmann ratio of x hop to y hop, full 0.683, linear 0.684
Harmonic prefactor at zero strain: 7.562 THz
Tunnelling crossover temperature: 15.5 K
Cell 6 x 6, 5 layers: barrier 0.4706 eV
  dipole difference xx, yy: -1.4471, -0.1344 eV
Cell 5 x 5, 7 layers: barrier 0.4708 eV
  dipole difference xx, yy: -1.4405, -0.1330 eV
Exchange configuration above hollow: 0.9879 eV
Exchange configuration, negative modes: 1
Exchange dipole difference xx, yy, xy: 5.3603, 5.3603, -1.3739 eV
Exchange slope, paired xy: 2.7477 eV
```
